**Acoustic deformation-potential mobility in two dimensions**

The program examines $\mu=e\hbar^3C/(m^2D^2k_BT)$, where $m$ is the effective mass, $D$ the deformation potential, $T$ the temperature and $C=\rho v^2$ the longitudinal modulus, with $\rho$ the mass per area and $v$ the sound speed. It asserts that the fixed-width strain energy of a spring lattice and its sound speed give the same modulus, and that a diagonalized oscillator has the expected thermal variance. Golden-rule sums over a plane of final states are asserted to agree with the derived rate within 2%, at three energies for a circular band and at one energy for an elliptic band. Fermi-Dirac quadrature confirms that a constant scattering time gives the same mobility at three degeneracies. A dilute-gas Boltzmann solution with phonon energies retained is asserted to lie within 1% of the formula at 300 K and to follow the expected powers of $C$, $m$, $D$ and $T$ within 0.02. For the model sheet the formula gives 532 cm²/(V s) at 300 K. The Boltzmann solution is 0.4% higher at that temperature and 12% higher at 10 K.

## Program and output

```python
"""Acoustic deformation-potential mobility of a 2D parabolic band.

Result under test: mu = e hbar^3 C / (m^2 D^2 kB T), C = rho v^2.
m: effective mass, D: deformation potential, C: 2D longitudinal modulus,
rho: mass per area, v: longitudinal sound speed, T: temperature.
Elliptic band: m^2 is replaced by m_x sqrt(m_x m_y) for motion along x.
The tests use lattice elasticity, oscillator diagonalization, direct
golden-rule sums and an inelastic Boltzmann equation with Bose factors.
"""
import numpy as np
from scipy.constants import e, hbar, k as kB, m_e
from scipy.integrate import quad
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import minimize_scalar


def formula_time(m_dos, C, D, T):
    return hbar**3 * C / (m_dos * D**2 * kB * T)


def formula_mobility(m, C, D, T):
    return e * formula_time(m, C, D, T) / m


def golden_rule_sum(mx, my, C, rho, D, T, energy, n=1500):
    """Sum over final states on a plane grid, Gaussian energy delta.

    Returns the total rate and the mean final k_x in units of the
    largest k_x on the initial energy contour."""
    v = np.sqrt(C / rho)
    kx_max = np.sqrt(2 * mx * energy) / hbar
    ky_max = np.sqrt(2 * my * energy) / hbar
    axis = 1.4 * (2 * (np.arange(n) + 0.5) / n - 1)
    kx = kx_max * axis[:, None]
    ky = ky_max * axis[None, :]
    q = np.hypot(kx - kx_max * np.cos(0.7), ky - ky_max * np.sin(0.7))
    change = hbar**2 * (kx**2 / mx + ky**2 / my) / 2 - energy
    phonon = hbar * v * q
    number = 1 / np.expm1(phonon / (kB * T))
    width = 0.02 * energy

    def delta(z):
        return np.exp(-0.5 * (z / width)**2) / (width * np.sqrt(2 * np.pi))

    coupling = 2 * np.pi / hbar * D**2 * hbar * q / (2 * rho * v)
    W = coupling * (number * delta(change - phonon)
                    + (number + 1) * delta(change + phonon))
    cell = kx_max * ky_max * (axis[1] - axis[0])**2 / (4 * np.pi**2)
    return W.sum() * cell, (W * kx).sum() / (W.sum() * kx_max)


def boltzmann_mobility(m, C, rho, D, T, n=300):
    """Dilute-gas Boltzmann solution with phonon energies retained."""
    v = np.sqrt(C / rho)
    k_thermal = np.sqrt(2 * m * kB * T) / hbar
    k_sound = m * v / hbar
    h = 6 * k_thermal / n
    k = (np.arange(n) + 0.5) * h
    kc = k[:, None]
    nodes, weights = np.polynomial.legendre.leggauss(48)
    matrix = np.zeros((n, n))
    for sign in (1, -1):  # absorption, emission
        start = np.arccos(np.clip(sign * k_sound / k, -1, 1))[:, None]
        half = (np.pi - start) / 2
        phi = start + half * (nodes + 1)
        q = 2 * (sign * k_sound - kc * np.cos(phi))
        q = np.maximum(q, 1e-9 * k_thermal)  # empty intervals have weight 0
        number = 1 / np.expm1(hbar * v * q / (kB * T)) + (sign < 0)
        rate = (2 * half * weights * m * D**2 * q * number
                / (2 * np.pi * rho * v * hbar**2))
        k_final = np.sqrt(np.maximum(
            kc**2 + q**2 + 2 * kc * q * np.cos(phi), 0))
        returned = rate * (1 + q * np.cos(phi) / kc)
        position = np.clip(k_final / h - 0.5, 0, n - 1.001)
        left = position.astype(int)
        frac = position - left
        row = np.arange(n)[:, None] + 0 * left
        matrix[np.arange(n), np.arange(n)] += rate.sum(axis=1)
        np.add.at(matrix, (row, left), -returned * (1 - frac))
        np.add.at(matrix, (row, left + 1), -returned * frac)
    tau = np.linalg.solve(matrix, np.ones(n))
    weight = k**3 * np.exp(-(k / k_thermal)**2)
    return e / m * (weight * tau).sum() / weight.sum()


# Elastic modulus: triangular spring lattice, unit mass, spring and bond.
angles = np.array([0, np.pi / 3, 2 * np.pi / 3])
bonds = np.column_stack((np.cos(angles), np.sin(angles)))
cell_area = np.sqrt(3) / 2


def strain_energy(ex, ey):
    lengths = np.linalg.norm(bonds * np.array([1 + ex, 1 + ey]), axis=1)
    return 0.5 * ((lengths - 1)**2).sum() / cell_area


step = 1e-3
C_fixed = (strain_energy(step, 0) + strain_energy(-step, 0)) / step**2
C_relaxed = sum(minimize_scalar(
    lambda r: strain_energy(s, r * s) / step**2,
    bounds=(-1, 1), method="bounded").fun for s in (step, -step))
q_small = 1e-3
dynamical = sum(2 * (1 - np.cos(q_small * b[0])) * np.outer(b, b)
                for b in bonds)
C_sound = np.linalg.eigvalsh(dynamical)[-1] / q_small**2 / cell_area
assert abs(C_sound / C_fixed - 1) < 1e-4
assert abs(C_relaxed / C_sound - 1) > 0.05

# Thermal displacement variance from a diagonalized oscillator.
x = np.linspace(-16, 16, 1601)
dx = x[1] - x[0]
levels, states = eigh_tridiagonal(
    1 / dx**2 + x**2 / 2, -0.5 / dx**2 * np.ones(x.size - 1),
    select="i", select_range=(0, 79))
theta = 0.3  # phonon energy divided by kB T
boltz = np.exp(-theta * (levels - levels[0]))
variance = (boltz * (states**2 * x[:, None]**2).sum(axis=0)).sum() / boltz.sum()
assert abs(variance / (0.5 / np.tanh(theta / 2)) - 1) < 1e-3
assert abs(variance * theta - 1) < 0.01  # equipartition, small theta

# Worked model.
m, C, rho, D, T = 0.5 * m_e, 100.0, 3e-6, 4 * e, 300.0
v = np.sqrt(C / rho)
tau = formula_time(m, C, D, T)
mu = formula_mobility(m, C, D, T)
k_thermal = np.sqrt(2 * m * kB * T) / hbar

# Rate is independent of energy; returning velocity vanishes.
# Tolerances cover the small phonon energy and the Gaussian width.
energy_factors = (0.3, 1.0, 3.0)
rate_ratios = []
for factor in energy_factors:
    rate, back = golden_rule_sum(m, m, C, rho, D, T, factor * kB * T)
    rate_ratios.append(rate * tau)
    assert abs(rate * tau - 1) < 0.02
    assert abs(back) < 0.03

# Elliptic band with the same density-of-states mass.
mx, my = 0.25 * m_e, 1.0 * m_e
tau_ell = formula_time(np.sqrt(mx * my), C, D, T)
rate_ell, back_ell = golden_rule_sum(mx, my, C, rho, D, T, kB * T)
assert abs(rate_ell * tau_ell - 1) < 0.02
assert abs(back_ell) < 0.03

# Conductivity per carrier at several degeneracies.
for eta in (-5.0, 0.0, 5.0):
    top = quad(lambda u: u / (4 * np.cosh((u - eta) / 2)**2),
               0, 60, points=[max(eta, 1)])[0]
    bottom = quad(lambda u: 1 / (np.exp(u - eta) + 1),
                  0, 60, points=[max(eta, 1)])[0]
    assert abs(top / bottom - 1) < 1e-6

# Inelastic Boltzmann equation: value, convergence, powers, validity.
full = boltzmann_mobility(m, C, rho, D, T)
fine = boltzmann_mobility(m, C, rho, D, T, n=600)
assert abs(full / fine - 1) < 1e-3
assert abs(full / mu - 1) < 0.01
powers = {
    "C": np.log2(boltzmann_mobility(m, 2 * C, rho, D, T) / full),
    "m": np.log2(boltzmann_mobility(2 * m, C, rho, D, T) / full),
    "D": np.log2(boltzmann_mobility(m, C, rho, 2 * D, T) / full),
    "T": np.log2(boltzmann_mobility(m, C, rho, D, 2 * T) / full)}
for name, expected in (("C", 1), ("m", -2), ("D", -2), ("T", -1)):
    assert abs(powers[name] - expected) < 0.02
temperatures = (300.0, 100.0, 30.0, 10.0)
solutions = [boltzmann_mobility(m, C, rho, D, t) for t in temperatures]
formulas = [formula_mobility(m, C, D, t) for t in temperatures]
errors = [abs(s / f - 1) for s, f in zip(solutions, formulas)]
assert all(a < b for a, b in zip(errors, errors[1:]))

cm2 = 1e4
print(f"Spring lattice: modulus from sound speed = {C_sound:.4f} spring units")
print(f"Spring lattice: modulus at fixed width = {C_fixed:.4f} spring units")
print(f"Spring lattice: modulus with relaxed width = {C_relaxed:.4f} spring units")
print(f"Oscillator: phonon energy / kB T = {theta:.2f}")
print(f"Oscillator: variance / classical variance = {variance * theta:.5f}")
print(f"Effective mass = {m / m_e:.2f} electron masses = {m:.4e} kg")
print(f"Modulus C = {C:.1f} N/m")
print(f"Mass per area = {rho:.2e} kg/m^2")
print(f"Deformation potential D = {D / e:.2f} eV = {D:.4e} J")
print(f"Temperature = {T:.1f} K")
print(f"Thermal energy kB T = {kB * T:.4e} J = {kB * T / e * 1e3:.2f} meV")
print(f"Sound speed = {v:.1f} m/s")
print(f"Wave number at energy kB T = {k_thermal:.4e} 1/m")
print(f"Phonon energy at q = 2k = {2 * hbar * v * k_thermal / e * 1e3:.3f} meV")
print(f"That phonon energy / kB T = {2 * hbar * v * k_thermal / (kB * T):.4f}")
print(f"Scattering rate = {1 / tau:.4e} 1/s")
print(f"Scattering time = {tau * 1e15:.2f} fs")
print(f"Level broadening hbar/tau = {hbar / tau / e * 1e3:.3f} meV")
print(f"Formula mobility = {mu:.5f} m^2/(V s) = {mu * cm2:.2f} cm^2/(V s)")
for factor, ratio in zip(energy_factors, rate_ratios):
    print(f"Direct rate / formula at E = {factor:.1f} kB T: {ratio:.4f}")
for name, value in powers.items():
    print(f"Inelastic solution: power of {name} on doubling = {value:.4f}")
for t, s, f in zip(temperatures, solutions, formulas):
    print(f"T = {t:.0f} K: formula {f * cm2:.2f}, inelastic {s * cm2:.2f} "
          f"cm^2/(V s), ratio {s / f:.4f}")
print(f"Elliptic masses: {mx / m_e:.2f} and {my / m_e:.2f} electron masses")
print(f"Elliptic direct rate / formula = {rate_ell * tau_ell:.4f}")
print(f"Elliptic mobility along x = {e * tau_ell / mx * cm2:.2f} cm^2/(V s)")
print(f"Elliptic mobility along y = {e * tau_ell / my * cm2:.2f} cm^2/(V s)")
print("all good")
```

Output:

```
Spring lattice: modulus from sound speed = 1.2990 spring units
Spring lattice: modulus at fixed width = 1.2990 spring units
Spring lattice: modulus with relaxed width = 1.1547 spring units
Oscillator: phonon energy / kB T = 0.30
Oscillator: variance / classical variance = 1.00748
Effective mass = 0.50 electron masses = 4.5547e-31 kg
Modulus C = 100.0 N/m
Mass per area = 3.00e-06 kg/m^2
Deformation potential D = 4.00 eV = 6.4087e-19 J
Temperature = 300.0 K
Thermal energy kB T = 4.1419e-21 J = 25.85 meV
Sound speed = 5773.5 m/s
Wave number at energy kB T = 5.8247e+08 1/m
Phonon energy at q = 2k = 4.427 meV
That phonon energy / kB T = 0.1712
Scattering rate = 6.6066e+12 1/s
Scattering time = 151.36 fs
Level broadening hbar/tau = 4.349 meV
Formula mobility = 0.05324 m^2/(V s) = 532.45 cm^2/(V s)
Direct rate / formula at E = 0.3 kB T: 0.9967
Direct rate / formula at E = 1.0 kB T: 0.9976
Direct rate / formula at E = 3.0 kB T: 1.0000
Inelastic solution: power of C on doubling = 1.0053
Inelastic solution: power of m on doubling = -1.9947
Inelastic solution: power of D on doubling = -2.0000
Inelastic solution: power of T on doubling = -1.0026
T = 300 K: formula 532.45, inelastic 534.40 cm^2/(V s), ratio 1.0037
T = 100 K: formula 1597.34, inelastic 1615.07 cm^2/(V s), ratio 1.0111
T = 30 K: formula 5324.46, inelastic 5525.85 cm^2/(V s), ratio 1.0378
T = 10 K: formula 15973.38, inelastic 17913.80 cm^2/(V s), ratio 1.1215
Elliptic masses: 0.25 and 1.00 electron masses
Elliptic direct rate / formula = 0.9969
Elliptic mobility along x = 1064.89 cm^2/(V s)
Elliptic mobility along y = 266.22 cm^2/(V s)
all good
```
